Half-integer Fermi–Dirac integrals by the trapezoidal rule with pole corrections

An error that one complex number predicts

The integral I₁ = ∫₀^∞ ε^{1/2} dε/(1 + e^{ε−10}) fixes the electron density of a degenerate parabolic band, and its value is 21.3444714923551829. After the substitution ε = x², the trapezoidal rule with step h = 0.5 and 16 distinct integrand values gives 21.383238008176397. The error is +3.87665×10⁻², or 1.8×10⁻³ relative to I₁. A short expression in the single complex number z₀ = 3.20014611 + 0.49085144i gives +3.87670×10⁻² for this error without using any integrand value. Subtracting it and three further terms of the same form leaves 9.66×10⁻¹⁷ when the sums are done in 45-digit arithmetic. The error of this rule is a convergent sum over the complex poles of the Fermi function.

Definitions and the substitution

Let η = (μ − E_c)/k_BT, let ε be the energy above the band edge E_c in units of k_BT, and let ν(ε) = 1/(1 + e^{ε−η}) be the occupation. For k = 0, 1, 2, … and j = k − 1/2,

I_k(η) = ∫₀^∞ ε^{k−1/2} ν(ε) dε,   F_j(η) = I_k(η)/Γ(k + 1/2).

A Mellin transform shows what an endpoint costs. For φ smooth on [0, ∞) and rapidly decaying, with Taylor coefficients φ_l at 0, put Φ(t) = ∫₀^∞ φ(x) x^{t−1} dx, so that φ(x) = (1/2πi)∫Φ(t) x^{−t} dt along a line Re t > p + 1. Inserting this and summing m^{p−t} over m ≥ 1 gives the Riemann zeta function:

h Σ_{m≥1} (mh)^p φ(mh) = h^{p+1} (1/2πi) ∫ Φ(t) h^{−t} ζ(t − p) dt.

Move the line to the left. The pole of ζ at t = p + 1 has residue 1 and yields Φ(p + 1), which is the integral. Φ has a pole at each t = −l with residue φ_l, because ∫₀¹ x^{l+t−1} dx = 1/(t + l). As an asymptotic series for h → 0,

h Σ_{m≥1} (mh)^p φ(mh) − ∫₀^∞ x^p φ dx ~ Σ_l φ_l ζ(−p − l) h^{p+l+1}.   (1)

On an energy grid with j = 1/2 one has p = 1/2 and a leading error ζ(−1/2) h^{3/2} ν(0). At η = 10 and step 0.05 this is −2.324133×10⁻³, and the measured error is −2.324132×10⁻³.

With ε = x² and dε = 2x dx the integrand becomes 2x^{2j+1} ν(x²), and ν(x²) has even Taylor powers alone. For integer j the power p = 2j + 1 is odd and ζ does not vanish. For j = 0, ζ(−1) = −1/12 gives the error −h²ν(0)/6, which is −1.666591×10⁻³ at η = 10 and h = 0.1, equal to the measured value to these digits. For half-integer j one has p = 2k, every argument −2k − l is even, and ζ vanishes at the negative even integers. The one surviving term, ζ(0)φ₀h = −φ₀h/2 for k = 0, is cancelled by the half weight that the rule gives to the endpoint. Every power of h drops out, so (1) says nothing about the size of the error, and another method is needed. Since the integrand is even,

I_k = ∫_{−∞}^{∞} f(x) dx,   f(z) = z^{2k}/(1 + e^{z²−η}),   T(h) = h Σ_{m∈Z} f(mh).

The poles

The denominator vanishes where z² = η + iπ(2n + 1) with n an integer. These are the points ε − η = iπ(2n + 1), the fermionic Matsubara frequencies in units of k_BT, seen through the square root. For n ≥ 0 let z_n = x_n + iy_n be the root in the first quadrant. With r_n = |η + iπ(2n + 1)|, the relations x_n² − y_n² = η and x_n² + y_n² = r_n give

x_n² = (r_n + η)/2,   y_n² = (r_n − η)/2,   2x_n y_n = π(2n + 1).

The heights y_n increase with n because r_n does. The full set of poles is ±z_n and ±z̄_n, and those in the upper half-plane are z_n and −z̄_n. At a pole e^{z²−η} = −1, so the derivative of the denominator is 2z e^{z²−η} = −2z, and

Res f = z^{2k}/(−2z) = −z^{2k−1}/2.

This was tested by integration round small circles about z₀ and −z̄₁ at η = 10 for k = 0, 1, 3.

The error as a line integral

The function cot(πz/h) has residue h/π at each grid point mh. Take a rectangle with horizontal sides at Im z = ±a, 0 < a < y₀, and vertical sides at Re z = ±(M + 1/2)h. It contains no pole of f, so the counterclockwise integral of f cot(πz/h) is 2πi(h/π) Σ f(mh) = 2ih Σ f(mh). On the vertical sides |cot| = |tanh(πy/h)| ≤ 1, and |e^{z²−η}| = e^{x²−y²−η} grows, so these sides vanish as M → ∞. With q = e^{2πiz/h},

cot(πz/h) = i(q + 1)/(q − 1) = −i − 2i q/(1 − q) = +i + 2i q⁻¹/(1 − q⁻¹).

The form in q suits the upper side, where |q| = e^{−2πa/h} < 1, and the form in q⁻¹ suits the lower side. The upper side runs from right to left and takes a minus sign. Writing both lines from left to right and dividing by 2i,

T = ½∫_{Im z=a} f dz + ∫_{Im z=a} f q/(1 − q) dz + ½∫_{Im z=−a} f dz + ∫_{Im z=−a} f q⁻¹/(1 − q⁻¹) dz.

Each integral of f alone equals I_k, since f is analytic between the line and the real axis. In the last integral put z → −z: f is even, q⁻¹ becomes q, and the sign of dz cancels the reversal of direction, so it equals the second. Therefore

T(h) − I_k = 2 ∫_{Im z=a} f(z) q/(1 − q) dz.   (2)

At η = 10, k = 1, h = 0.5, a = 0.25, direct quadrature of (2) was tested against T − I₁ to an absolute 10⁻¹¹.

Lifting the line past the poles

Define x_b + ib = √(η + 2πiN) for N ≥ 1. The formula for the height, with 2πN in place of π(2n + 1), shows y_{N−1} < b < y_N. The factor q/(1 − q) is analytic for Im z > 0, so the strip a < Im z < b holds the N pairs z_n, −z̄_n with n < N and no other pole. Counterclockwise round the strip, the integral along Im z = a minus that along Im z = b is 2πi times the sum of residues. Let q_n = e^{2πiz_n/h} and W_n = z_n^{2k−1} q_n/(1 − q_n). The residue at z_n is −W_n/2. At −z̄_n the factor q equals e^{−2πiz̄_n/h} = q̄_n, and the odd power gives (−z̄_n)^{2k−1} = −z̄_n^{2k−1}, so the residue is +W̄_n/2. The pair contributes to (2)

2 · 2πi · (−½)(W_n − W̄_n) = −2πi · 2i Im W_n = 4π Im W_n.

Hence

T(h) − I_k = Σ_{n<N} E_n + R_N,   E_n = 4π Im[ z_n^{2k−1} q_n/(1 − q_n) ],   (3)

R_N = 2 ∫_{Im z=b} f q/(1 − q) dz.

A bound on the remainder

On the line z = x + ib write z² − η = u + iv. Since x_b² − b² = η and 2x_b b = 2πN,

u = x² − x_b²,   v = 2xb,   v − 2πN = 2b(x − x_b).

The modulus |1 + e^{u+iv}| is even in x, so take x ≥ 0, and let δ = πx_b/(4b). If |u| ≤ δ, then |x − x_b| = |u|/(x + x_b) ≤ δ/x_b, so |v − 2πN| ≤ 2bδ/x_b = π/2 and cos v ≥ 0. Then |1 + e^{u+iv}|² = 1 + 2e^u cos v + e^{2u} ≥ max(1, e^u)². If u > δ, the modulus is at least e^u − 1 ≥ e^u(1 − e^{−δ}). If u < −δ, it is at least 1 − e^u ≥ 1 − e^{−δ}. In all three cases it is at least c·max(1, e^u) with c = 1 − e^{−δ}. Also |z|^{2k} = (x² + b²)^k and |q/(1 − q)| ≤ 1/(e^{2πb/h} − 1). Therefore

|R_N| ≤ 2J/[c (e^{2πb/h} − 1)],   J = ∫_{−∞}^{∞} (x² + b²)^k min(1, e^{x_b²−x²}) dx.   (4)

As N → ∞ at fixed η, both x_b and b approach √(πN), δ tends to π/4, and J grows as a power of N, while the denominator grows as exp(2π√(πN)/h). So R_N → 0, and for every real η and every h > 0

I_k = T(h) − Σ_{n≥0} E_n.   (5)

Identity (5) was tested for k = 0, 1, 3, η = −64, −3, 0, 10, 50 and h = 0.5, 2 against 45-digit references (panel Gauss–Legendre quadrature, the Boltzmann series for η ≤ −2, and a zeta-function value at η = 0, checked against one another). The trapezoid and pole sums were carried in 80-digit arithmetic, because at η = −64 the pole terms cancel over many digits (see below). The largest residual relative to I_k is then 7.4×10⁻⁴². The bound (4) and the line integral for R_N were tested for N = 1 to 4, k = 0, 1, 3 and η = −3, 0, 10 at h = 0.5.

When the nearest pole sets the error

By (5), R_N is the sum of the terms E_N, E_{N+1}, … . For |q_N| ≪ 1 the first of them is

E_N ≈ 4π |z_N|^{2k−1} e^{−2πy_N/h} sin[ 2πx_N/h + (2k − 1) arg z_N ].   (6)

The envelope of the next term is smaller by |z_{N+1}/z_N|^{2k−1} e^{−2π(y_{N+1}−y_N)/h}. The nearest remaining pole pair governs the error when this ratio is small, and it then fixes an envelope: the sine passes through zero as 1/h varies, and near such steps the part of E_N of order q_N², which (6) drops, and the later poles show through.

The pole can be read off measured errors. At 1/h = t₀ + mΔ, (6) has the form v_m = Im(Cλ^m) with λ = e^{2πizΔ}. Since λ and λ̄ are the roots of λ² = pλ + s with p = 2 Re λ and s = −|λ|², the errors obey v_{m+2} = p v_{m+1} + s v_m. Four errors give two linear equations for p and s, and then z = ln λ/(2πiΔ), with the root of positive imaginary part and 2πxΔ < π. From errors at 1/h = 6.0, 6.1, 6.2, 6.3 and k = 1 this returns 3.20014611 + 0.49085144i at η = 10, then 3.44538919 + 1.36773779i after E₀ is removed, and 0.73695899 + 2.13145691i at η = −4. Each was tested against the formula for z_n to 10⁻⁶.

In the degenerate limit η ≫ π(2n + 1), x_n ≈ √η and

y_n = π(2n + 1)/(2x_n) ≈ π(2n + 1)/(2√η).

The poles stand in a column above the Fermi edge, whose width in x is of order 1/(2√η). The gap y₁ − y₀ ≈ 2y₀ makes the envelope ratio about |q₀|², so the nearest pair dominates once the rule has begun to converge. The nearest pole also sinks toward the axis as η grows, which slows the uncorrected rule.

Where the nearest-pole picture fails

For η = −|η| with |η| ≫ π(2n + 1), y_n² = (r_n + |η|)/2 with r_n ≈ |η| + π²(2n + 1)²/(2|η|), so

y_n ≈ √|η| + π²(2n + 1)²/(8|η|^{3/2}),   y₁ − y₀ ≈ π²/|η|^{3/2}.

At η = −64 the gap is 0.019133 against the asymptote 0.019277. With h = 1 the exponential factor of the envelope ratio is e^{−2π×0.019133} ≈ 0.89, and no single pole dominates.

The error in this regime follows from (2). Expand q/(1 − q) = Σ_{m≥1} q^m, move each term down to the real axis, and use the evenness of f:

T − I_k = 2 Σ_{m≥1} ∫ f(x) cos(2πmx/h) dx.

For η < 0 the Boltzmann series ν(x²) = Σ_{s≥1} (−1)^{s+1} e^{−s|η|} e^{−sx²} converges uniformly on the axis, and ∫ e^{−sx²} cos(2πmx/h) dx = √(π/s) e^{−m²A²/s} with A = π/h. For k = 0,

T − I₀ = 2 Σ_{m≥1} Σ_{s≥1} (−1)^{s+1} √(π/s) exp(−s|η| − m²A²/s).   (7)

Relative to the term s = m = 1, the term (s, 1) has the exponent −(s − 1)(|η| − A²/s) ≤ −(s − 1)(|η| − A²/2) for s ≥ 2, and the term (1, m) has −(m² − 1)A². When |η| − A²/2 ≫ 1 and 3A² ≫ 1,

T − I₀ ≈ 2√π e^{η − π²/h²},   (T − I₀)/I₀ ≈ 2e^{−π²/h²},

the error of the rule for a pure Gaussian, as it should be for a Boltzmann gas with I₀ ≈ √π e^η. Its exponent lies below that of the pole scale e^{−2A√|η|} by |η| + A² − 2A√|η| = (√|η| − A)².

At η = −64 and h = 1 the measured error is 2.94065016×10⁻³², the Gaussian formula gives the same digits (tested to a relative 10⁻¹⁰), and the error relative to I₀ is 1.0345×10⁻⁴ = 2e^{−π²}. The nearest pair gives E₀ = −7.0408×10⁻²³, of opposite sign and 2.394×10⁹ times larger. The ratio can be rebuilt from (6). The exponent gives e^{(8−π)²} ≈ 1.8×10¹⁰; the prefactors (4π/8)/(2√π) give 0.44; with y₀ = 8.002408 and x₀ = π/(2y₀) = 0.1963 the sine is −0.31; and the excess of y₀ over 8 gives 0.985. The product is 2.4×10⁹ in magnitude. Identity (5) holds all the same: 195 pole terms reproduce the error, tested to a relative 10⁻²⁸, by cancellation. Subtracting E₀ alone would raise the error by nine orders of magnitude. For h larger than about 2π/√|η| the scale e^{−2π√|η|/h} exceeds e^{−|η|}, and single terms exceed I_k itself. The prefactor |z_n|^{2k−1} shifts the crossing with k: at η = −64, where 2π/√|η| = 0.785, it lies between h = 0.785 and 0.85 for k = 0 and between h = 0.6 and 0.7 for k = 3. The largest ratio met is 8.23×10²¹, at k = 3, η = −64, h = 2, a loss of about 22 digits.

Truncating the sum

Stop at |m| ≤ M and let X = Mh. On the axis f ≤ g = e^η x^{2k} e^{−x²}, and g′/g = 2k/x − 2x ≤ 0 for x² ≥ k. For X² ≥ k each term obeys h g(mh) ≤ ∫_{(m−1)h}^{mh} g dx when m > M. Adding both tails and putting τ = x²,

0 < omitted tail ≤ 2e^η ∫_X^∞ x^{2k} e^{−x²} dx = e^η Γ(k + 1/2, X²),   (8)

with Γ(·,·) the upper incomplete gamma function. This was tested at η = 10, h = 0.5 for k = 0, 1, 3 and M = 7, 9, 11, 15.

The algorithm

Choose L so that the omitted terms, which are e^{−L} times the power-law prefactors in (6) and (8), stay below ten rounding units relative to I_k. For k ≤ 3 in double precision L = 45 is used. The prefactor matters most for k = 3 at small positive η: at η = 0.3 the envelope of the first omitted pole term is about 6×10⁻¹⁶ of I₃, and it rises to about 8×10⁻¹⁶ as η → 0. Larger k needs a larger L.

For η > 0, take X = √(η + L), so that (8) carries e^{−L}. Ask for |q_N| = e^{−L}, which means h = 2πy_N/L and M = ⌈X/h⌉. Counting one pole term as one grid point, raise N from 0 while XL/(2πy_N) + N falls. Return h[f(0) + 2Σ_{m=1}^{M} f(mh)] − Σ_{n<N} E_n.

For η ≤ 0, use no correction, which avoids the cancellation above. Take X = √L and the step that serves η = 0, where y₀ = √(π/2): h = 2π√(π/2)/L = 0.17500, A = 17.95, M = 39. The leading exponents for k = 0 show that this step suffices. The error relative to e^η has the pole exponent |η| − 2Ay₀, equal to −L at η = 0. From y₀² = (r₀ + |η|)/2 one finds dy₀/d|η| = y₀/(2r₀), so its slope is 1 − Ay₀/r₀, negative for |η| ≤ 2, where y₀ > 1.25 and r₀ < 3.8. For |η| ≥ 2 use (7): since s|η| + A²/s ≥ 2A√|η|, no term has a relative exponent above |η| − 2A√|η|, which is −48.8 at |η| = 2 and falls until √|η| = A. Beyond that the largest term is e^{−A²}. The occupation is formed as γ/(1 + γ) with γ = e^η·e^{−x²}, because rounding the difference η − x² would put a relative error of order |η| times the rounding unit into each term.

Over k = 0 to 3 and eleven values of η from −300 to 1000, the error relative to the reference was tested to be below 5×10⁻¹⁴. The largest value among these eleven is 5.3×10⁻¹⁶, at η = 0.3. That is the typical level, not the worst case. On dense grids of η between 60 and 10⁴ the median is 3 to 5×10⁻¹⁶, but rounding raises the error at single values of η to about 10⁻¹⁴ (1.3×10⁻¹⁴ near η = 364).

Cost and rounding

For large η without corrections, M₀ = XL/(2πy₀) ≈ Lη/π². With N corrections M ≈ M₀/(2N + 1), and setting the derivative of M₀/(2N + 1) + N to zero gives 2N + 1 = √(2M₀). Then M ≈ N ≈ √(M₀/2), the total is about √(2M₀), and h = X/M ≈ π√(2/L), independent of η. The estimate needs π(2N + 1) ≪ η, that is η ≫ 2L. At η = 1000 it gives √(2 × 45 × 1000/π²) = 95.5 and h = 0.662, against the values M + N = 49 + 48 = 97 and h = 0.66525 actually chosen.

The cost was also measured by search, for k = 1 with X = √(η + 45) and h = X/M, as the smallest M beyond which the error relative to I₁ stays below 10⁻¹¹. The plain rule needs M = 289, 950, 3433 at η = 100, 400, 1600. The envelope (6) predicts M = X L′/(2πy₀) with L′ = ln[4π|z₀|/(10⁻¹¹ I₁)], which is 288.7, 952.1, 3433.4. The growth exponent is 0.893 and not 1, and the prediction shows the reason. With I₁ ≈ (2/3)η^{3/2}, L′ ≈ ln(6π×10¹¹/η) falls from 23.7 to 20.9, and X/√η falls from 1.204 to 1.014; these factors turn 16 into 11.9, which is 3433/289. The best corrected totals are 15 + 9 = 24, 25 + 18 = 43 and 45 + 35 = 80, against √(2M₀) = 24.0, 43.6, 82.9 from the measured plain counts. Their exponent is 0.434, close to half of 0.893.

The phase 2πx_n/h is of size 2πM and carries a rounding error of order 2πM u, with u ≈ 1.1×10⁻¹⁶ the rounding unit. It changes q/(1 − q) by at most |q|/(1 − |q|)² times as much. For a sharp edge I_k ≈ 2η^{k+1/2}/(2k + 1), so 4π|z₀|^{2k−1}/I_k ≈ 2π(2k + 1)/η. At η = 1000 and k = 3, |q₀| ≈ e^{−45/97} = 0.63, and the estimate for the leading pole at the worst phase is 3.4×10⁻¹⁴ × 4.6 × 0.044 ≈ 7×10⁻¹⁵ relative to I₃. This counts one pole and is an order of magnitude, not a bound. At η = 1000 itself the largest error over k = 0 to 3 is 2.8×10⁻¹⁶, but over 990 < η < 1010 it reaches about 7×10⁻¹⁵.

Worked example

The model is one isotropic parabolic valley with spin degeneracy 2 and round parameters m* = 0.1 electron masses, temperature 300 K and η = 10, in Hartree atomic units. Nonparabolicity, band tails, and exchange and correlation are left out. Then k_BT = 9.50043×10⁻⁴ hartree and μ − E_c = 9.50043×10⁻³ hartree. With wavevector κ = √(2m*k_BT) x, the variable x is the wavevector in thermal units, and

n_e = 2∫d³κ/(2π)³ ν = (1/π²)(2m*k_BT)^{3/2} ∫₀^∞ x² ν dx = (2m*k_BT)^{3/2} I₁/(2π²).

Since I₁ = (√π/2)F_{1/2}, this is n_e = N_c F_{1/2} with N_c = (2m*k_BT)^{3/2}/(4π^{3/2}) = 2(m*k_BT/2π)^{3/2}.

Take k = 1, h = 0.5, M = 15, X = 7.5; the truncation bound (8) is 6.21×10⁻²⁰. For the first pole r₀ = √(100 + π²) = 10.48187, so x₀ = √10.240935 = 3.200146 and y₀ = √0.240935 = 0.490851. Then |q₀| = e^{−4π×0.490851} = 2.0950×10⁻³. The phase is 2π × 6.400292, or 2.5151 rad after whole turns are removed, with cosine −0.8101 and sine 0.5863. Thus q₀ = (−1.6972 + 1.2283i)×10⁻³ and q₀/(1 − q₀) ≈ q₀ + q₀² = (−1.6958 + 1.2241i)×10⁻³. The imaginary part of the product with z₀ is

3.20015 × 1.2241×10⁻³ − 0.49085 × 1.6958×10⁻³ ≈ 3.085×10⁻³,

and 4π times this is E₀ = 3.877×10⁻². The sequence, in absolute errors, is

N   y_N       E_N             error after N terms   bound (4)
0   0.49085   +3.87670×10⁻²   +3.87665×10⁻²         –
1   1.36774   −4.85229×10⁻⁷   −4.85429×10⁻⁷         4.64×10⁻⁴
2   2.07617   −2.00792×10⁻¹⁰  −2.00645×10⁻¹⁰        4.55×10⁻⁸
3   2.66064   +1.46222×10⁻¹³  +1.46318×10⁻¹³        2.55×10⁻¹¹
4   3.16154   +9.80680×10⁻¹⁷  +9.65671×10⁻¹⁷        4.51×10⁻¹⁴

Each error has the sign of the next pole term and lies within 2 per cent of it. The mismatch relative to the error is 1.3×10⁻⁵ for N = 0 and 1.6×10⁻² for N = 4. It is the sum of the later terms, the truncation bound being far smaller, and its envelope rises because the gaps y_{N+1} − y_N shrink, from 0.877 for N = 0 to 0.501 for N = 3. The gaps explain only part of the N = 4 value: the envelope ratio there is about 4×10⁻³, and the rest comes from the phase, since E₄ is only 0.26 of its envelope 4π|z₄||q₄| = 3.8×10⁻¹⁶, which raises the relative mismatch about fourfold. The bound exceeds the error by factors between about 170 and 960, because it uses b < y_N and discards the oscillation of q along the line. After four corrections the error is 4.5×10⁻¹⁸ relative to I₁, below double-precision rounding.

Dividing by Γ(3/2) = 0.886226925453 gives F_{1/2} = 24.084656965, and the algorithm also gives F_{−1/2} = 3.552779240 and F_{3/2} = 101.005100843. With N_c = 1.17591×10⁻⁷ bohr⁻³,

n_e = 1.17591×10⁻⁷ × 24.08466 = 2.832×10⁻⁶ bohr⁻³ = 1.91×10¹⁹ cm⁻³.

The mean kinetic energy is k_BT I₂/I₁, and Γ(5/2)/Γ(3/2) = 3/2 turns this into (3/2)k_BT F_{3/2}/F_{1/2} = 1.5 × 4.19375 k_BT = 6.291 k_BT = 5.976×10⁻³ hartree = 0.163 eV. The sharp-edge value is I₂/I₁ = 3η/5 = 6, and the Boltzmann value is 3/2. Both n_e and the mean energy were tested against quadrature over κ to a relative 10⁻¹¹.

Because ∂ν/∂η = −∂ν/∂ε, integration by parts gives dI₁/dη = ½ I₀, the boundary term ε^{1/2}ν vanishing at both ends. With Γ(3/2) = ½Γ(1/2) this is dF_{1/2}/dη = F_{−1/2}, so

dn_e/dμ = N_c F_{−1/2}/k_BT = 1.17591×10⁻⁷ × 3.55278/9.50043×10⁻⁴ = 4.397×10⁻⁴ bohr⁻³ hartree⁻¹,

tested against a finite difference to a relative 10⁻⁷. For a slowly varying edge E_c(r) in equilibrium, with n_e a local function of μ − E_c, the drift flux −n_e(μ_e/e)∇E_c and the diffusion flux −D∇n_e = D(dn_e/dμ)∇E_c cancel, where μ_e is the mobility and D the diffusion constant. Hence D/μ_e = n_e/(e dn_e/dμ) = (k_BT/e)F_{1/2}/F_{−1/2} = 6.440×10⁻³ hartree/e. This is 6.779 times the Boltzmann value k_BT/e and lies 1.7 per cent above the sharp-edge value 2I₁/I₀ = 2η/3 = 6.667.

Calculated quantities

```
energy-grid rule j=1/2 eta=10 step 0.05: error -2.324132e-03, predicted -2.324133e-03
x-grid rule j=0 eta=10 h=0.1: error -1.666591e-03, predicted -1.666591e-03
full identity, worst relative residual (80-digit sums): 7.4e-42
  largest |E_n|/I_k met: 8.23e+21 at k=3, eta=-64, h=2.0
eta=10 N=0: pole from errors 3.20014611+0.49085144j, formula 3.20014611+0.49085144j
eta=10 N=1: pole from errors 3.44538919+1.36773779j, formula 3.44538919+1.36773779j
eta=-4 N=0: pole from errors 0.73695899+2.13145691j, formula 0.73695899+2.13145691j
eta=-64 h=1 k=0: y0 8.002408, y1-y0 0.019133, asymptote 0.019277
  error 2.94065016e-32, Gaussian 2.94065016e-32, relative 1.0345e-04
  E_0 -7.0408e-23, |E_0/error| 2.394e+09, poles summed 195
algorithm L=45: eta, M, N, h, worst relative error over k=0..3
     -300  39   0 0.17500 4.5e-16
      -30  39   0 0.17500 1.7e-16
       -5  39   0 0.17500 3.2e-16
     -0.5  39   0 0.17500 2.5e-16
        0  39   0 0.17500 1.2e-16
      0.3  12   5 0.57788 5.3e-16
        2  12   6 0.61570 3.7e-16
       10  13   7 0.61000 3.3e-16
       50  16  12 0.64821 4.1e-16
      300  29  26 0.64824 1.3e-16
     1000  49  48 0.66525 2.8e-16
measured cost, k=1, tol 1e-11: eta, plain M, predicted M, best M, best N
    100   289    288.7   15    9
    400   950    952.1   25   18
   1600  3433   3433.4   45   35
  growth exponents in eta: plain 0.893, corrected 0.434
example eta=10, k=1, h=0.5, M=15, X=7.5
T = 21.383238008176397, I_1 reference = 21.3444714923551829
truncation bound 6.21e-20
N, x_N, y_N, |q_N|, E_N, error after N corrections, bound
  0 3.20014611 0.49085144 2.0950e-03 +3.87670013e-02 +3.87665158e-02 -
  1 3.44538919 1.36773779 3.4321e-08 -4.85228677e-07 -4.85429322e-07 4.64e-04
  2 3.78291943 2.07616942 4.6698e-12 -2.00791687e-10 -2.00645369e-10 4.55e-08
  3 4.13267675 2.66064223 3.0167e-15 +1.46221615e-13 +1.46318182e-13 2.55e-11
  4 4.47161219 3.16153690 5.5705e-18 +9.80680008e-17 +9.65670519e-17 4.51e-14
m* = 0.1 m_e, T = 300.0 K, kT = 9.50043469e-04 hartree, mu-Ec = 9.50043469e-03 hartree
F_-1/2 = 3.552779239537, F_1/2 = 24.084656964638, F_3/2 = 101.005100843326
Gamma(3/2) = 0.886226925453, N_c = 1.17591359e-07 bohr^-3
n = 2.83214754e-06 bohr^-3 = 1.911228e+19 cm^-3
mean kinetic energy = 5.97637138e-03 hartree = 0.162625 eV
dn/dmu = 4.39744234e-04 bohr^-3 hartree^-1
Einstein ratio kT F_1/2/F_-1/2 = 6.44044268e-03 hartree/e, over kT: 6.779103
```
